V-shaped residual resistivity of an ordered compound near stoichiometry, part 1

(Sections cited here and not found follow in the second part.)

## First half: the defects and how they scatter

A metallic compound AB is built of cells. Each cell has one α site, which belongs to A, and one β site, which belongs to B. Both sublattices are simple cubic with cell edge a. The atomic fraction of A is

x = N_A/(N_A + N_B) = 1/2 + d,

where N_A and N_B are the numbers of atoms, and d is the composition error. It is positive on the A-rich side. The problem is to find how the resistivity depends on a small d when the crystal remains a single ordered phase.

Four point defects are admitted: a vacancy on an α site (VA), a vacancy on a β site (VB), an A atom on a β site (AB) and a B atom on an α site (BA). Their numbers are N_VA, N_VB, N_AB and N_BA, and N is the number of cells. The energy of one perfect cell is e₀. The energy ε_j is the change when one defect of kind j is made at fixed N. All atoms taken out or put in are counted from one fixed reference, such as free atoms at rest. Interactions between defects are neglected.

**(a) Write the balance of atoms. Which combinations of defects can form without changing N_A or N_B?**

*Solution.* Every α site holds an A atom unless it is vacant or holds a B atom, and A atoms on β sites are added. The same reasoning applies to B:

N_A = N − N_VA − N_BA + N_AB,

N_B = N − N_VB − N_AB + N_BA.

The number of cells is free. An atom that leaves a vacancy behind can settle at the surface and help to build a new cell. Subtraction gives the imbalance

N_A − N_B = N_VB − N_VA + 2N_AB − 2N_BA.

One antisite therefore counts for two vacancies. Replacing a B atom by an A atom changes the difference by two, while removing one atom changes it by one.

A defect reaction must leave both balances unchanged. Starting from the perfect crystal, every such reaction is a combination with positive weights of four basic ones, of which only three are independent. Exchanges of one defect for another, used in part (b), are differences of them. The four, with their energies, are

VA + VB + one new cell: e₀ + ε_VA + ε_VB,

AB + BA: ε_AB + ε_BA,

2VA + AB + one new cell: E_T = e₀ + 2ε_VA + ε_AB,

2VB + BA + one new cell: e₀ + 2ε_VB + ε_BA.

For the third, N_A changes by +1 − 2 + 1 = 0 and N_B by +1 − 1 = 0. The others are checked in the same way. The perfect crystal is stable against these defects if all four energies are positive, and this is assumed from here on.

**(b) Which defects does the crystal hold at zero temperature when d ≠ 0?**

*Solution.* Suppose that a crystal of given N_A and N_B contains both VA and VB. Running the first reaction backwards removes them together with a cell, and the energy falls. This can go on until one of the two kinds is used up. The other three reactions likewise exclude the coexistence of AB with BA, of VA with AB, and of VB with BA. Of the six possible pairs of species, two survive: VB with AB, and VA with BA.

By the imbalance formula, the first pair gives N_A > N_B and the second N_A < N_B. With d > 0 the crystal therefore chooses between β vacancies and A antisites. Two β vacancies and one cell can be exchanged for one antisite without changing either balance. The energy change is

ε_AB − 2ε_VB − e₀,

so antisites win if

ε_AB < e₀ + 2ε_VB.

With d < 0, one B antisite can be exchanged for two α vacancies and a new cell. The vacancies win if

e₀ + 2ε_VA < ε_BA.

These two conditions define the case treated here: excess A sits on β sites, and excess B leaves α sites empty. Such defects are called constitutional, because the composition demands them even at zero temperature. If a condition fails, the other defect takes over on that side, and the counting below changes with it.

The worked example uses the model energies e₀ = −11, ε_VA = 6, ε_VB = 8, ε_AB = 1 and ε_BA = 2.5 eV. The four reaction energies are then 3, 3.5, 2 and 7.5 eV, all positive. The first condition reads 1 < −11 + 16 = 5, the second −11 + 12 = 1 < 2.5, and both hold. A numerical minimisation over N and all four defect numbers was made as a test at |d| = 0.2, 1 and 3 at.%. It gave antisites alone on the A-rich side and α vacancies alone on the B-rich side. When ε_BA was lowered to 0.9 eV, just below the threshold of 1 eV, B antisites replaced the vacancies, as the second condition requires.

**(c) How many defects per cell does a given d require?**

*Solution.* Let c = N_AB/N and v = N_VA/N. On the A-rich side N_A = N(1 + c) and N_B = N(1 − c), whose sum is 2N. Hence

1/2 + d = (1 + c)/2, so c = 2d.

On the B-rich side N_A = N(1 − v) and N_B = N. Therefore

1/2 − |d| = (1 − v)/(2 − v).

Multiplying by 2(2 − v) gives

(1 − 2|d|)(2 − v) = 2 − 2v,

2 − v − 4|d| + 2|d|v = 2 − 2v,

v(1 + 2|d|) = 4|d|,

v = 4|d|/(1 + 2|d|).

At an error of 1 at.% the crystal holds 2.00% antisites or 3.92% vacancies. To first order the vacancies are twice as numerous, because each corrects half as much imbalance. Both fractions grow as the magnitude of d. A crystal cannot hold a negative number of antisites; when d changes sign it changes the species instead.

**(d) How does the scattering from many randomly placed defects depend on their number?**

*Solution.* Let one defect scatter an electron with amplitude F, and let q be the change of wavevector. If each electron scatters from a defect at most once before its phase is lost, the intensity from all defects of one kind is |F|² times the average of |Σ p_i exp(iq·R_i)|². Here p_i = 1 if site i of the sublattice holds a defect, and p_i = 0 otherwise.

With N_d defects placed at random on N sites,

⟨p_i⟩ = N_d/N, and ⟨p_i p_j⟩ = N_d(N_d − 1)/[N(N − 1)] for i ≠ j.

For a wavevector allowed by periodic boundaries that is not a reciprocal-lattice vector, the sum of exp(iq·R_i) over all sites vanishes. The N terms with i = j contribute N to the squared sum, so the terms with i ≠ j must add up to −N. Hence

⟨|Σ p_i exp(iq·R_i)|²⟩ = N_d − N_d(N_d − 1)/(N − 1)

= N_d(N − N_d)/(N − 1).

For a large crystal and N_d = Nc this is Nc(1 − c). To first order the intensity is the number of defects times the intensity of one. The factor 1 − c appears because a sublattice filled completely with "defects" would again be periodic. As a test, the average over every placement of 3 defects on a ring of 12 sites reproduced the finite-N formula.

Reciprocal-lattice vectors do not spoil the result here. The largest change of wavevector on the Fermi sphere is 2k_F, which in the example is 0.985 of the shortest nonzero reciprocal vector 2π/a. The vector q = 0 means no deflection and does not resist the current. The margin is thin, however. The free-electron energy at the centre of the zone face, 4.47 eV, lies only 0.14 eV above the Fermi energy, so the spherical Fermi surface used below ignores the periodic potential of the ordered crystal. A difference between A and B sites as large as the antisite well of part (h) would open a gap of about 1.3 eV at that face, give the surface necks and cut its area by about 9%. The numbers of the example hold only for the idealised sphere.

**(e) Find the resistivity of one isotropic band with independent elastic scatterers.**

*Solution.* Let electrons of charge −e, density n and Fermi wavenumber k_F feel a field E along the x axis. Let μ be the cosine of the angle between the wavevector and x. The occupation is written as

f = f₀ + (−∂f₀/∂ε)(−eE)g,

where f₀ is the equilibrium occupation. The function g is a length: the work −eE g is the energy that an electron has gained from the field on average since its direction was randomised.

In the steady state the drift in wavevector space balances collisions. The drift term is (−eE/ħ)∂f₀/∂k_x = (−eE)(∂f₀/∂ε)u_Fμ, where u_F is the Fermi speed. Scatterers of kind j have density n_j and differential cross section dσ_j/dΩ, and they change f at the rate

Σ_j n_j u_F ∫dΩ′ (dσ_j/dΩ)(f′ − f).

The primed quantities belong to the other direction. Equating the two and cancelling the common factor (−eE)(−∂f₀/∂ε)u_F gives

Σ_j n_j ∫dΩ′ (dσ_j/dΩ)(g − g′) = μ.

The trial solution is g = Λμ. For a deflection by the angle Θ, the average of μ′ over the azimuth around the original direction is μ cos Θ. The left side becomes

Λμ Σ_j n_j σ_j, with σ_j = ∫dΩ (1 − cos Θ)dσ_j/dΩ.

The equation is satisfied for every μ if

1/Λ = Σ_j n_j σ_j.

Here σ_j is the transport cross section, in which small deflections count for little.

The current density is −e times the sum of the velocity u_Fμ over occupied states, with two spins:

j_x = −e · 2∫d³k/(2π)³ u_Fμ(−∂f₀/∂ε)(−eE)g.

With d³k = k_F² dΩ dε/(ħu_F), the energy integral gives one. The conductivity is

j_x/E = [e²k_F²/(4π³ħ)] ∫dΩ μg

= [e²k_F²/(4π³ħ)](4π/3)Λ = e²k_F²Λ/(3π²ħ).

Since n = k_F³/(3π²), this equals ne²Λ/(ħk_F), and the resistivity is

ρ = [ħk_F/(ne²)] Σ_j n_j σ_j.

The band mass has dropped out of the prefactor, but it still enters σ_j. With cell volume Ω = a³, the defect densities are c/Ω and v/Ω, so

ρ = r_c c + r_v v, where r_j = [ħk_F/(ne²)]σ_j/Ω.

The contributions add because, in this isotropic model, every scatterer relaxes the same function μ. In a test, the collision equation was solved on a grid of directions with c = 0.013 and v = 0.021 together, without assuming g = Λμ. The resistivity agreed with this formula to better than one part in 10⁷.

**(f) Express the transport cross section by phase shifts, for a defect modelled as a spherical well or barrier.**

*Solution.* Write k for k_F. A plane wave is a sum of partial waves (2l+1)i^l j_l(kr)P_l(cos Θ), with spherical Bessel functions j_l and Legendre polynomials P_l. Far away,

j_l → [exp(i(kr − lπ/2)) − exp(−i(kr − lπ/2))]/(2ikr).

A spherical potential cannot alter the incoming part. Since particles are conserved, it multiplies the outgoing part of each partial wave by a phase factor exp(2iδ_l). The added outgoing wave is F exp(ikr)/r. Because i^l exp(−ilπ/2) = 1,

F = (1/k) Σ (2l+1)a_l P_l, a_l = [exp(2iδ_l) − 1]/(2i) = exp(iδ_l) sin δ_l.

Now dσ/dΩ = |F|². The integral of P_l² over solid angle is 4π/(2l+1), and different l are orthogonal. The part without cos Θ is

(4π/k²) Σ (2l+1)|a_l|².

For the part with cos Θ, the relation (2l+1)cos Θ P_l = (l+1)P_{l+1} + lP_{l−1} couples neighbouring l. Each pair l, l+1 occurs twice, in complex-conjugate terms, and gives

(4π/k²) Σ (l+1) · 2Re(a_l a*_{l+1}).

In the first sum, split 2l+1 into (l+1) + l and shift the index of the second piece:

Σ (2l+1)|a_l|² = Σ (l+1)(|a_l|² + |a_{l+1}|²).

The difference of the two parts is then a sum of squares:

σ = (4π/k²) Σ (l+1)|a_l − a_{l+1}|².

From the definition of a_l, a_l − a_{l+1} = [exp(2iδ_l) − exp(2iδ_{l+1})]/(2i), whose modulus is |sin(δ_l − δ_{l+1})|. Therefore

σ = (4π/k²) Σ_{l≥0} (l+1) sin²(δ_l − δ_{l+1}).

For a potential U inside radius R and zero outside, the regular inner solution is j_l(κr) with κ² = k² − 2mU/ħ². For a barrier higher than the Fermi energy κ is imaginary, and the formula still holds. Let γ_l = κj_l′(κR)/j_l(κR) be the logarithmic slope at the edge. The outer solution is cos δ_l j_l(kr) − sin δ_l y_l(kr), with y_l the second spherical Bessel function. Equal logarithmic slopes require

k(cos δ_l j_l′ − sin δ_l y_l′) = γ_l(cos δ_l j_l − sin δ_l y_l),

tan δ_l = (k j_l′ − γ_l j_l)/(k y_l′ − γ_l y_l),

with all functions taken at kR. The sign of U affects the phase shifts, but σ is never negative. Attractive and repulsive defects both resist the current.

## Second half: the V, its rounding and its size

The composition error is d = x − 1/2. At zero temperature the crystal holds a fraction c = 2d of A antisites per cell if d > 0, and a fraction v = 4|d|/(1 + 2|d|) of α vacancies if d < 0. The defects contribute r_c c + r_v v to the resistivity, where r_j = [ħk_F/(ne²)]σ_j/Ω. The reaction that makes two α vacancies, one A antisite and one new cell costs E_T = e₀ + 2ε_VA + ε_AB > 0.

**(g) Combine the results near d = 0. What is universal about the shape?**

*Solution.* Let ρ_b be the resistivity from all other causes, taken as constant for the moment. Inserting the defect fractions gives, to first order in |d|,

ρ = ρ_b + 2r_c d for d > 0,

ρ = ρ_b + 4r_v|d| for d < 0.

This is a V with its point at stoichiometry. The arm slopes are s₊ = 2r_c and s₋ = 4r_v, and their ratio is

s₋/s₊ = 2r_v/r_c.

The factor 2 comes from counting, and r_v/r_c from scattering. The arms would be equally steep only if one vacancy scattered half as strongly as one antisite.

The point is sharp because the defect species changes there. If the same random substitution could run smoothly through d = 0, as in a disordered alloy at x = 1/2, there would be no kink. The factor c(1 − c) of part (d), with c = x, is smooth there and has a rounded maximum instead of a sharp minimum.

If the background has a smooth slope of its own, ρ_b(d) = ρ_b(0) + bd, the rise per unit |d| is 2r_c + b on the A-rich arm and 4r_v − b on the other. The sum of the two, which is the jump of slope at d = 0, remains 2r_c + 4r_v. A background slope can thus tilt the V but cannot remove the kink. A minimum at d = 0 requires both arms to rise, that is −2r_c < b < 4r_v.

At zero temperature the resistivity has a sharp V at stoichiometry, with arm slopes 2r_c on the A-rich side and 4r_v on the B-rich side. It remains to evaluate these slopes for a model compound, to find how heat, uneven composition and film surfaces alter the V, and to examine where the derivation fails.

Numerical values quoted here were computed with a short program.
